# Image correction for a doubly charged vacancy in a cubic supercell: verification in Python

```python
"""Leading image correction for a charged vacancy in a cubic supercell.

Result under test (Gaussian units):
    E_isolated - E_periodic = alpha q^2 e^2 / (2 eps L) + O(L^-3)
q      vacancy charge in units of e
L      cubic supercell length, angstrom
eps    isotropic relative permittivity of the medium
alpha  simple-cubic constant of a point charge in a neutralising background
sigma  width of a Gaussian model charge, used to test the energy formula
The periodic potential has zero cell average.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc

# e^2 in eV angstrom
E2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]


def integer_vectors(nmax):
    """All nonzero integer triples with components from -nmax to nmax."""
    axis = np.arange(-nmax, nmax + 1)
    grid = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
    vectors = grid.reshape(3, -1).T
    return vectors[np.any(vectors != 0, axis=1)]


def alpha_ewald(eta):
    """Ewald value for a unit cell length and splitting parameter eta."""
    n2 = np.sum(integer_vectors(7) ** 2, axis=1).astype(float)
    n = np.sqrt(n2)
    real_part = np.sum(erfc(eta * n) / n)
    recip_part = np.sum(np.exp(-np.pi**2 * n2 / eta**2) / (np.pi * n2))
    return (2 * eta / np.sqrt(np.pi) + np.pi / eta**2
            - real_part - recip_part)


def direct_potential(nmax):
    """Potential at the central charge from a cube of neutral unit cells.

    The background integral of 1/r over a cube is reduced to its faces
    with the divergence theorem, div(r/|r|) = 2/|r|.
    """
    x, w = np.polynomial.legendre.leggauss(60)
    x, w = x / 2, w / 2
    face = np.sum(w[:, None] * w[None, :]
                  / np.sqrt(x[:, None]**2 + x[None, :]**2 + 0.25))
    unit_cube_integral = 1.5 * face
    n = np.sqrt(np.sum(integer_vectors(nmax) ** 2, axis=1))
    return np.sum(1 / n) - unit_cube_integral * (2 * nmax + 1) ** 2


def relaxed_mode_energy(G, q, eps, sigma):
    """Minimum over polarisation p of Coulomb plus elastic energy, eV A^3.

    For each wavevector G the energy is
    2 pi (rho - G.p)^2 / G^2 + p^2 / (2 chi), with eps = 1 + 4 pi chi.
    """
    chi = (eps - 1) / (4 * np.pi)
    G2 = np.sum(G**2, axis=1)
    rho = q * np.exp(-G2 * sigma**2 / 2)
    matrix = (4 * np.pi * G[:, :, None] * G[:, None, :] / G2[:, None, None]
              + np.eye(3) / chi)
    force = 4 * np.pi * (rho / G2)[:, None] * G
    p = np.linalg.solve(matrix, force[:, :, None])[:, :, 0]
    total_charge = rho - np.sum(G * p, axis=1)
    return E2 * (2 * np.pi * total_charge**2 / G2
                 + np.sum(p**2, axis=1) / (2 * chi))


def periodic_energy(q, eps, sigma, L):
    """Relaxed energy per cell: sum over nonzero reciprocal vectors."""
    nmax = int(np.ceil(6.5 / sigma * L / (2 * np.pi)))
    G = 2 * np.pi / L * integer_vectors(nmax)
    return np.sum(relaxed_mode_energy(G, q, eps, sigma)) / L**3


def isolated_energy(q, eps, sigma):
    """Relaxed energy of one charge: integral over all wavevectors."""
    x, w = np.polynomial.legendre.leggauss(100)
    gmax = 9 / sigma
    g, w = gmax * (x + 1) / 2, gmax * w / 2
    G = np.column_stack([g, 0 * g, 0 * g])
    u = relaxed_mode_energy(G, q, eps, sigma)
    return np.sum(w * 4 * np.pi * g**2 * u) / (2 * np.pi)**3


def leading_correction(q, eps, L, alpha):
    return alpha * q**2 * E2 / (2 * eps * L)


# The constant must not depend on how the Coulomb sum is split.
alpha = alpha_ewald(np.sqrt(np.pi))
for eta in (1.3, 2.5):
    assert abs(alpha_ewald(eta) - alpha) < 1e-11

# Average of the short-range potential, from its defining integral.
for eta in (1.3, 2.5):
    average = quad(lambda r: 4 * np.pi * r * erfc(eta * r), 0, np.inf)[0]
    assert abs(average - np.pi / eta**2) < 1e-8

# Direct sum over neutral cells; the truncation error falls as 1/size^2.
# Its cell average, pi/6, follows from the background second moment 1/4.
size_a, size_b = 61, 121
pot_a, pot_b = direct_potential(30), direct_potential(60)
pot_limit = ((size_b**2 * pot_b - size_a**2 * pot_a)
             / (size_b**2 - size_a**2))
alpha_direct = np.pi / 6 - pot_limit
assert abs(alpha_direct - alpha) < 1e-6

# Screening: relaxed energy against the closed vacuum energy over eps.
for eps_test in (5.0, 20.0):
    vacuum_self = 4 * E2 / (2 * np.sqrt(np.pi))
    assert abs(isolated_energy(2, eps_test, 1.0)
               - vacuum_self / eps_test) < 1e-8

# Finite-size error of the relaxed medium against the two-term formula.
for q_test, eps_test, sigma_test, L_test in (
        (1, 20.0, 1.0, 10.0), (2, 20.0, 1.0, 10.0), (2, 5.0, 1.0, 12.0),
        (2, 20.0, 0.6, 10.0), (2, 20.0, 1.0, 15.0)):
    error = (periodic_energy(q_test, eps_test, sigma_test, L_test)
             - isolated_energy(q_test, eps_test, sigma_test))
    formula = (-leading_correction(q_test, eps_test, L_test, alpha)
               + 2 * np.pi * q_test**2 * E2 * sigma_test**2
               / (eps_test * L_test**3))
    assert error < 0
    assert abs(error - formula) < 1e-8

# Worked example
q, L, eps, sigma = 2, 10.0, 20.0, 1.0
correction = leading_correction(q, eps, L, alpha)
assert abs(correction - 0.41) < 0.005

print(f"vacancy charge q = {q} e")
print(f"supercell length L = {L:.1f} angstrom")
print(f"relative permittivity eps = {eps:.1f}")
print(f"e^2 = {E2:.5f} eV angstrom")
print("Shells in alpha = 3 - sum, with eta L = sqrt(pi):")
all_n2 = np.sum(integer_vectors(3) ** 2, axis=1)
partial = 3.0
for n2 in (1, 2, 3, 4):
    count = np.count_nonzero(all_n2 == n2)
    real_term = erfc(np.sqrt(np.pi * n2)) / np.sqrt(n2)
    recip_term = np.exp(-np.pi * n2) / (np.pi * n2)
    partial -= count * (real_term + recip_term)
    print(f" n^2 = {n2}: points {count}, real term {real_term:.8f}, "
          f"reciprocal term {recip_term:.8f}, alpha so far {partial:.6f}")
print(f"alpha, converged Ewald sum = {alpha:.6f}")
print(f"alpha, direct sum over neutral cells = {alpha_direct:.6f}")
print(f"correction without screening = {correction * eps:.4f} eV")
print(f"leading correction, to be added = {correction:.4f} eV")
print(f"leading correction = {correction / HARTREE_EV:.5f} hartree")
print(f"shift of the (2+/0) level = {-correction / 2:.4f} eV")
print(f"leading correction if eps = 5 instead = "
      f"{leading_correction(q, 5.0, L, alpha):.4f} eV")
print(f"Gaussian model charge, sigma = {sigma:.1f} angstrom, eps = 20:")
isolated = isolated_energy(q, eps, sigma)
print(f" isolated energy = {isolated:.5f} eV")
for length in (10.0, 15.0, 20.0):
    periodic = periodic_energy(q, eps, sigma, length)
    lead = leading_correction(q, eps, length, alpha)
    print(f" L = {length:.0f} angstrom: periodic energy {periodic:.5f} eV, "
          f"needed correction {isolated - periodic:.5f} eV,")
    print(f"   leading term {lead:.5f} eV, "
          f"overshoot {lead - isolated + periodic:.5f} eV")
print("PASS")
```

Output:

```
vacancy charge q = 2 e
supercell length L = 10.0 angstrom
relative permittivity eps = 20.0
e^2 = 14.39965 eV angstrom
Shells in alpha = 3 - sum, with eta L = sqrt(pi):
 n^2 = 1: points 6, real term 0.01218888, reciprocal term 0.01375542, alpha so far 2.844334
 n^2 = 2: points 12, real term 0.00027772, reciprocal term 0.00029721, alpha so far 2.837435
 n^2 = 3: points 8, real term 0.00000817, reciprocal term 0.00000856, alpha so far 2.837301
 n^2 = 4: points 6, real term 0.00000027, reciprocal term 0.00000028, alpha so far 2.837298
alpha, converged Ewald sum = 2.837297
alpha, direct sum over neutral cells = 2.837297
correction without screening = 8.1712 eV
leading correction, to be added = 0.4086 eV
leading correction = 0.01501 hartree
shift of the (2+/0) level = -0.2043 eV
leading correction if eps = 5 instead = 1.6342 eV
Gaussian model charge, sigma = 1.0 angstrom, eps = 20:
 isolated energy = 0.81241 eV
 L = 10 angstrom: periodic energy 0.42195 eV, needed correction 0.39047 eV,
   leading term 0.40856 eV, overshoot 0.01810 eV
 L = 15 angstrom: periodic energy 0.54540 eV, needed correction 0.26701 eV,
   leading term 0.27237 eV, overshoot 0.00536 eV
 L = 20 angstrom: periodic energy 0.61039 eV, needed correction 0.20202 eV,
   leading term 0.20428 eV, overshoot 0.00226 eV
PASS
```
